# Cavity left when a hole closes first at its mouth: test program

```python
"""Cavity trapped when a hole closes first at its mouth during layer growth.
Result under test: width c = D*(1 - g_b/g_m), where D is the initial hole
diameter, g_m the growth per cycle in the mouth zone and g_b that below it.
Lengths are in nm, times of film growth in cycles, gas pulses in seconds.
The program also estimates molecular size, gas supply and curvature effects."""
import math
from fractions import Fraction
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.ndimage import label
from scipy.optimize import brentq

D, g_m, g_b = 100.0, 0.11, 0.10
neck_length, body_length = 50.0, 1000.0


def cavity_width(diameter, mouth_rate, body_rate):
    return diameter * (1 - body_rate / mouth_rate)


def arrival_times(mouth_rate, body_rate):
    """First arrival of the film surface on a 1 nm grid, by fast sweeping.
    Columns: distance from axis 0..70; rows: depth -60..200 (floor at 200)."""
    depths = list(range(-60, 201))
    nz, nx, far = len(depths), 71, 1e9
    T = [[0.0 if (z >= 200 or (z >= 0 and x >= 50)) else far
          for x in range(nx)] for z in depths]
    slow = [1 / mouth_rate if z <= 50 else 1 / body_rate for z in depths]
    for _ in range(30):
        change = 0.0
        for zs in (range(nz), range(nz - 1, -1, -1)):
            for xs in (range(nx), range(nx - 1, -1, -1)):
                for i in zs:
                    row, f = T[i], slow[i]
                    up = T[i - 1] if i > 0 else None
                    down = T[i + 1] if i < nz - 1 else None
                    for j in xs:
                        old = row[j]
                        if old == 0.0:
                            continue
                        a = min(row[j - 1] if j > 0 else far,
                                row[j + 1] if j < nx - 1 else far)
                        b = min(up[j] if up else far,
                                down[j] if down else far)
                        if abs(a - b) >= f:
                            new = min(a, b) + f
                        else:
                            new = 0.5 * (a + b + math.sqrt(
                                2 * f * f - (a - b) ** 2))
                        if new < old:
                            change = max(change, old - new)
                            row[j] = new
        if change < 1e-9:
            break
    assert change < 1e-9
    return np.array(T)


def measured_cavity(mouth_rate, body_rate):
    """Closure cycle, straight width, roof radius 5 nm down, floor film."""
    T = arrival_times(mouth_rate, body_rate)
    low, high = 300.0, 495.0
    for _ in range(40):
        mid = 0.5 * (low + high)
        regions, _count = label(T > mid)
        joined = regions[0, 0] == regions[180, 0] and regions[0, 0] > 0
        low, high = (mid, high) if joined else (low, mid)
    x = np.arange(51.0)
    radius = np.interp(low, T[180, :51][::-1], x[::-1])
    roof = np.interp(low, T[115, :51][::-1], x[::-1])
    floor_film = np.interp(low, T[210:261, 0][::-1], np.arange(51.0))
    return low, 2 * radius, roof, floor_film


# Geometry: front propagation against the closed formulas, two rate pairs
results = []
for rate in (g_m, 0.12):
    measured = measured_cavity(rate, g_b)
    tilt = math.acos(g_b / rate)
    assert abs(measured[0] - D / (2 * rate)) < 0.01
    assert abs(measured[1] - cavity_width(D, rate, g_b)) < 0.05
    assert abs(measured[2] - 5 * math.tan(tilt)) < 0.3  # grid smearing
    assert abs(measured[3] - D * g_b / (2 * rate)) < 0.3
    results.append(measured)

c = cavity_width(D, g_m, g_b)
ratio = g_b / g_m
N_close = D / (2 * g_m)
film_body = g_b * N_close
alpha = math.acos(ratio)
roof_height = film_body * math.tan(alpha / 2)
assert round(c, 1) == 9.1

# Whole cycles, counted exactly
mouth, body, cycles = Fraction(100), Fraction(100), 0
while mouth - Fraction(22, 100) > 0:
    mouth -= Fraction(22, 100)
    body -= Fraction(20, 100)
    cycles += 1
body_next = body - Fraction(20, 100)
assert float(body_next) < c < float(body)
assert abs(float(body) - (c + ratio * float(mouth))) < 1e-9

# Sensitivity to the ratio of rates
shift = (cavity_width(D, g_m, g_b * 0.995)
         - cavity_width(D, g_m, g_b * 1.005))
assert abs(shift - 0.01 * D * ratio) < 1e-9

# Molecular size and gas supply (rough alumina process values)
molecule, pressure_torr, temperature, pulse = 0.6, 0.1, 500.0, 1.0
film_density = 3.0  # g/cm3
mass_Al, mass_O, mass_C, mass_H = 26.982, 15.999, 12.011, 1.008
precursor_mass = (mass_Al + 3 * mass_C + 9 * mass_H) * const.atomic_mass
oxide_molar = 2 * mass_Al + 3 * mass_O
uptake = 2 * g_b * film_density * 1e-21 * const.N_A / oxide_molar
pressure = pressure_torr * const.torr
kT = const.k * temperature
flux = pressure / math.sqrt(2 * math.pi * precursor_mass * kT) * 1e-18
free_path_um = kT / (math.sqrt(2) * math.pi * (molecule * 1e-9) ** 2
                     * pressure) * 1e6
width_molecule = c + ratio * molecule


def neck_resistance(w):
    return (1 + 3 * neck_length / (4 * w)) / (math.pi * w * w / 4)


def coating_time(w):
    d = c + ratio * w
    area = math.pi * d * d / 4
    return uptake * math.pi * d / flux * (
        neck_resistance(w) * body_length
        + 3 * body_length ** 2 / (8 * d * area))


w_starve = brentq(lambda w: coating_time(w) - pulse, 0.5, 60)
d_starve = c + ratio * w_starve
assert free_path_um * 1000 > 100 * D


def front_speed(_time, front):
    area = math.pi * d_starve ** 2 / 4
    resistance = (neck_resistance(w_starve)
                  + 3 * front[0] / (4 * d_starve * area))
    return [flux / (uptake * math.pi * d_starve * resistance)]


front_path = solve_ivp(front_speed, (0, pulse), [0.0], rtol=1e-9, atol=1e-8)
assert abs(front_path.y[0, -1] / body_length - 1) < 1e-5


def diffuse_transmission(length_ratio, n=600):
    """Tube transmission from exchange between wall rings and end discs."""
    step = length_ratio / n

    def disc(x):
        return 1 + 2 * x * x - 2 * x * np.sqrt(x * x + 1)

    k = np.arange(n)
    pair = (disc(np.abs(k - 1) * step) - 2 * disc(k * step)
            + disc((k + 1) * step)) / (4 * step)
    pair[0] = 1 - 2 * (1 - disc(step)) / (4 * step)
    exchange = pair[np.abs(k[:, None] - k[None, :])]
    inlet = (disc(k * step) - disc((k + 1) * step)) / (4 * step)
    wall_flux = np.linalg.solve(np.eye(n) - exchange, inlet)
    return disc(length_ratio) + 4 * step * np.sum(wall_flux * inlet[::-1])


neck_ratio = neck_length / w_starve
W_simple = 1 / (1 + 0.75 * neck_ratio)
W_diffuse = diffuse_transmission(neck_ratio)
# The interpolation formula is approximate at intermediate tube lengths
assert abs(W_simple / W_diffuse - 1) < 0.08

# Curvature: fixed added volume per current area of a cylindrical wall
r_mouth, r_body, curved_cycles = D / 2, D / 2, 0
while r_mouth > 2 * g_m:
    r_mouth = math.sqrt(r_mouth * (r_mouth - 2 * g_m))
    r_body = math.sqrt(r_body * (r_body - 2 * g_b))
    curved_cycles += 1
extra_film = D / 2 - r_body - curved_cycles * g_b
log_estimate = g_b / 2 * math.log(D / (2 * r_body))
assert abs(extra_film / log_estimate - 1) < 0.05
assert 2 * r_body > c

print(f"initial hole diameter: {D:.0f} nm")
print(f"growth at mouth, below: {g_m:.2f}, {g_b:.2f} nm/cycle")
print(f"ratio of rates, below/mouth: {ratio:.4f}")
print(f"cycles to closure (continuous): {N_close:.2f}")
print(f"body film at closure: {film_body:.2f} nm")
print(f"trapped cavity width: {c:.2f} nm = {c * 10:.1f} angstrom")
print(f"cavity share of original cross-section: {100 * (c / D)**2:.2f} %")
print(f"whole cycles before closing cycle: {cycles}")
print(f"mouth opening then: {float(mouth):.2f} nm")
print(f"body width then: {float(body):.2f} nm")
print(f"body width after one more full cycle: {float(body_next):.2f} nm")
for rate, item in zip((g_m, 0.12), results):
    print(f"front solution, mouth rate {rate:.2f} nm/cycle:")
    print(f"  closure {item[0]:.2f} cycles, width {item[1]:.2f} nm")
    print(f"  width from formula {cavity_width(D, rate, g_b):.2f} nm")
    print(f"  roof radius 5 nm down: {item[2]:.2f} nm; formula "
          f"{5 * math.tan(math.acos(g_b / rate)):.2f} nm")
    print(f"  floor film {item[3]:.2f} nm")
print(f"roof tilt angle: {math.degrees(alpha):.1f} degrees")
print(f"height of conical roof: {roof_height:.1f} nm")
print(f"mouth zone, body length: {neck_length:.0f}, {body_length:.0f} nm")
print(f"cavity length on axis: {body_length - film_body:.1f} nm")
print(f"width change for 1 % change of ratio: {shift:.2f} nm")
print(f"molecule size (rough): {molecule:.1f} nm")
print(f"cavity width if sealed at molecule size: {width_molecule:.2f} nm")
print(f"precursor pressure: {pressure_torr:.1f} Torr")
print(f"temperature, pulse: {temperature:.0f} K, {pulse:.0f} s")
print(f"film density (rough): {film_density:.1f} g/cm3")
print(f"precursor uptake per cycle: {uptake:.2f} molecules/nm2")
print(f"precursor flux: {flux:.3e} molecules/(nm2 s)")
print(f"mean free path: {free_path_um:.0f} um")
print(f"mouth opening when deep end starves: {w_starve:.2f} nm")
print(f"body width when deep end starves: {d_starve:.2f} nm")
print(f"coating time at molecule-size opening: "
      f"{coating_time(molecule):.0f} s")
print(f"neck transmission, simple formula: {W_simple:.4f}")
print(f"neck transmission, wall exchange: {W_diffuse:.4f}")
print(f"curvature model, cycles before closing: {curved_cycles}")
print(f"curvature model, body width then: {2 * r_body:.2f} nm")
print("finished without a failed check")
```

It prints:

```
initial hole diameter: 100 nm
growth at mouth, below: 0.11, 0.10 nm/cycle
ratio of rates, below/mouth: 0.9091
cycles to closure (continuous): 454.55
body film at closure: 45.45 nm
trapped cavity width: 9.09 nm = 90.9 angstrom
cavity share of original cross-section: 0.83 %
whole cycles before closing cycle: 454
mouth opening then: 0.12 nm
body width then: 9.20 nm
body width after one more full cycle: 9.00 nm
front solution, mouth rate 0.11 nm/cycle:
  closure 454.55 cycles, width 9.09 nm
  width from formula 9.09 nm
  roof radius 5 nm down: 2.29 nm; formula 2.29 nm
  floor film 45.45 nm
front solution, mouth rate 0.12 nm/cycle:
  closure 416.67 cycles, width 16.67 nm
  width from formula 16.67 nm
  roof radius 5 nm down: 3.32 nm; formula 3.32 nm
  floor film 41.67 nm
roof tilt angle: 24.6 degrees
height of conical roof: 9.9 nm
mouth zone, body length: 50, 1000 nm
cavity length on axis: 954.5 nm
width change for 1 % change of ratio: 0.91 nm
molecule size (rough): 0.6 nm
cavity width if sealed at molecule size: 9.64 nm
precursor pressure: 0.1 Torr
temperature, pulse: 500 K, 1 s
film density (rough): 3.0 g/cm3
precursor uptake per cycle: 3.54 molecules/nm2
precursor flux: 1.850e+05 molecules/(nm2 s)
mean free path: 324 um
mouth opening when deep end starves: 3.64 nm
body width when deep end starves: 12.40 nm
coating time at molecule-size opening: 131 s
neck transmission, simple formula: 0.0884
neck transmission, wall exchange: 0.0831
curvature model, cycles before closing: 450
curvature model, body width then: 9.77 nm
finished without a failed check
```
